# Neon 1s Rydberg series, sodium levels and continuity at threshold: verification in Python

```python
# Result under test: neon 1s->np lines follow I - 1/(2 nu^2), nu = n - mu,
# with mu close to that of sodium np, and f_n/(dE/dn) joins df/dE at threshold.
# Atomic units inside. E: energy from threshold; mu: quantum defect;
# u: r times radial function; f: oscillator strength of both 1s electrons;
# I: 1s ionization energy; D: oscillator strength per unit energy.
# Cores: Hartree-Fock. Outer electron: static potential plus local exchange,
# whose one strength factor is set by the nonlocal-exchange sodium 3p level.
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import cumulative_trapezoid
from scipy.linalg import eigh, eigh_tridiagonal
from scipy.optimize import brentq, curve_fit
from scipy.special import jv, yv
from pyscf import gto, scf

EV = const.physical_constants["Hartree energy in eV"][0]
ANG = const.physical_constants["Bohr radius"][0] * 1e10
ALPHA = const.fine_structure

# Radial grid r = x^2; p waves are negligible inside the first point.
h = 0.0025
x = np.arange(0.05, 20.0, h)
r = x**2
dr = 2 * x * h


def atom_hf(symbol, charge, hole=False):
    shells = [[0, [0.1 * 2.2**k, 1.0]] for k in range(19)]
    shells += [[1, [0.002 * 2.2**k, 1.0]] for k in range(17)]
    mol = gto.M(atom=symbol + " 0 0 0", basis={symbol: shells},
                charge=charge, spin=1 if hole else 0, verbose=0)
    mf = scf.UHF(mol)
    occupation = np.zeros((2, mol.nao_nr()))
    occupation[:, :5] = 1
    if hole:
        occupation[1, 0] = 0

    def held_occupation(mo_energy=None, mo_coeff=None):
        return occupation

    mf.get_occ = held_occupation
    mf.conv_tol = 1e-10
    mf.max_cycle = 100
    mf.kernel()
    assert mf.converged
    dm = np.asarray(mf.make_rdm1())
    kinetic = np.einsum("ij,ji", dm[0] + dm[1], mol.intor("int1e_kin"))
    assert abs(mf.e_tot / kinetic + 1) < 1e-3  # virial theorem
    # p-shell eigenvalues in nonlocal exchange: 2p, 3p, 4p, ...
    px = [i for i, s in enumerate(mol.ao_labels()) if "px" in s]
    block = np.ix_(px, px)
    fock = np.asarray(mf.get_fock())
    overlap = mf.get_ovlp()[block]
    levels = [eigh(fock[s][block], overlap, eigvals_only=True)
              for s in (0, 1)]
    return mol, mf, dm[0] + dm[1], np.array(levels)


neon, mf_ne, dm_ne, _ = atom_hf("Ne", 0)
_, mf_hole, dm_hole, p_hole = atom_hf("Ne", 1, hole=True)
_, mf_na, dm_na, p_na = atom_hf("Na", 1)
I = mf_hole.e_tot - mf_ne.e_tot

points = np.column_stack([0 * r, 0 * r, r])
ao = neon.eval_gto("GTOval_sph", points)  # same basis on both elements
c1s = mf_ne.mo_coeff[0][:, 0]
P1s = np.sqrt(4 * np.pi) * r * (ao @ c1s)
assert abs(np.sum(P1s**2 * dr) - 1) < 1e-3


def outer_integral(g):
    return cumulative_trapezoid((g * 2 * x)[::-1], dx=h, initial=0)[::-1]


def core_potential(dm, Z):
    rho = np.maximum(np.sum((ao @ dm) * ao, axis=1), 0)
    electrons = Z - 1
    outside = outer_integral(4 * np.pi * r**2 * rho)
    assert abs(outside[0] - electrons) < 2e-3
    static = (-Z + electrons - outside) / r
    static += outer_integral(4 * np.pi * r * rho)
    return static, -(3 * rho / np.pi)**(1 / 3)


def bound_p(V, count=9, vectors=True):
    diagonal = (2 / h**2 + 8.75 / x**2) / (8 * x**2) + V
    off = -1 / (h**2 * 8 * x[:-1] * x[1:])
    out = eigh_tridiagonal(diagonal, off, eigvals_only=not vectors,
                           select="i", select_range=(0, count - 1))
    if not vectors:
        return out
    return out[0], out[1] / np.sqrt(2 * h * x)[:, None]


def continuum_p(V, E, mu_near):
    """Outward integration, then matching to Coulomb functions."""
    m = int(np.searchsorted(x, 6.0))
    g = 8 * x[:m]**2 * (V[:m] - E) + 8.75 / x[:m]**2
    w = 1 - h**2 * g / 12
    phi = np.zeros(m)
    phi[:2] = x[:2]**3.5
    for i in range(1, m - 1):
        phi[i + 1] = ((12 - 10 * w[i]) * phi[i]
                      - w[i - 1] * phi[i - 1]) / w[i + 1]
    u = np.sqrt(2 * x[:m]) * phi
    idx = np.linspace(np.searchsorted(x, 5.0), m - 1, 6).astype(int)
    R = r[idx]
    if E == 0:
        F = np.sqrt(2 * R) * jv(3, np.sqrt(8 * R))
        G = -np.sqrt(2 * R) * yv(3, np.sqrt(8 * R))
    else:
        k = np.sqrt(2 * E)
        norm = np.sqrt(2 / (np.pi * k))
        F = norm * np.array([float(mp.re(mp.coulombf(1, -1 / k, k * q)))
                             for q in R])
        G = norm * np.array([float(mp.re(mp.coulombg(1, -1 / k, k * q)))
                             for q in R])
    A = np.column_stack([F, G])
    ab = np.linalg.lstsq(A, u[idx], rcond=None)[0]
    misfit = np.max(np.abs(A @ ab - u[idx])) / np.max(np.abs(u[idx]))
    assert misfit < 1e-3
    fraction = np.arctan2(ab[1], ab[0]) / np.pi
    mu = fraction + np.round(mu_near - fraction)
    return u / np.hypot(*ab), mu


def dipole(u, P):
    m = len(u)
    return np.sum(u * r[:m] * P[:m] * dr[:m])


# Hydrogen has closed-form answers and checks both solvers.
PH = 2 * r * np.exp(-r)
EH, UH = bound_p(-1 / r)
f2p = 2 / 3 * (0.5 + EH[0]) * dipole(UH[:, 0], PH)**2
uH, muH = continuum_p(-1 / r, 0.0, 0.0)
DH = 2 / 3 * 0.5 * dipole(uH, PH)**2
assert abs(f2p / (2**13 / 3**9) - 1) < 1e-3
assert abs(DH / (256 / 3 * np.exp(-4)) - 1) < 2e-3
assert abs(muH) < 1e-3

# One exchange factor from sodium 3p; all other levels are predictions.
na_static, na_exchange = core_potential(dm_na, 11)
target = p_na[:, 1].mean()
factor = brentq(lambda a: bound_p(na_static + a * na_exchange, 2,
                                  False)[1] - target, 0.0, 3.0, xtol=1e-7)
ne_static, ne_exchange = core_potential(dm_hole, 10)
V_ne = ne_static + factor * ne_exchange
V_na = na_static + factor * na_exchange
fr_static, fr_exchange = core_potential(dm_ne - np.outer(c1s, c1s), 10)
E_frozen = bound_p(fr_static + factor * fr_exchange, 2, False)[1]

n = np.arange(3, 11)
E_ne, U_ne = bound_p(V_ne)
E_ne, U_ne = E_ne[1:], U_ne[:, 1:]
E_na = bound_p(V_na, vectors=False)[1:]
nu = 1 / np.sqrt(-2 * E_ne)
mu_ne = n - nu
mu_na = n - 1 / np.sqrt(-2 * E_na)
hf_ne = p_hole.mean(axis=0)[1:3]
hf_na = p_na.mean(axis=0)[1:3]
mu_hf_ne = n[:2] - 1 / np.sqrt(-2 * hf_ne)
mu_hf_na = n[:2] - 1 / np.sqrt(-2 * hf_na)
assert np.max(np.abs(mu_hf_ne - mu_ne[:2])) < 0.03
assert abs(mu_hf_na[1] - mu_na[1]) < 0.03
assert np.max(np.abs(mu_ne - mu_na)) < 0.05
assert abs(E_frozen - E_na[0]) > abs(E_ne[0] - E_na[0])

# Fits use line positions relative to 3p, not the known threshold.
RY = EV / 2
lines = (E_ne[:5] - E_ne[0]) * EV
nf = n[:5].astype(float)
fit1, _ = curve_fit(lambda q, L, m: L - RY / (q - m)**2,
                    nf, lines, p0=[3.0, 0.8])
fit2, _ = curve_fit(
    lambda q, L, m, c: L - RY / (q - m - c / (q - m)**2)**2,
    nf, lines, p0=[fit1[0], fit1[1], 0.0])
limit1 = I * EV + E_ne[0] * EV + fit1[0]
limit2 = I * EV + E_ne[0] * EV + fit2[0]
assert abs(limit1 - I * EV) < 0.05
assert abs(limit2 - I * EV) < 0.01

# Bound side of the strength density, with the exact level-density factor.
mu_poly = np.polyfit(E_ne, mu_ne, 2)
weight = nu**3 + np.polyval(np.polyder(mu_poly), E_ne)
numeric_spacing = (E_ne[-1] - E_ne[-3]) / 2
assert abs(numeric_spacing * weight[-2] - 1) < 0.04  # finite n step
f = np.array([4 / 3 * (I + e) * dipole(U_ne[:, j], P1s)**2
              for j, e in enumerate(E_ne)])
D = f * weight
D_poly = np.polyfit(E_ne[1:], D[1:], 2)

# Continuum side, from threshold upward.
E_up = np.array([0.0, 0.2, 0.5, 1.0, 2.0]) / EV
states = [continuum_p(V_ne, e, mu_ne[-1]) for e in E_up]
mu_up = np.array([s[1] for s in states])
D_up = np.array([4 / 3 * (I + e) * dipole(s[0], P1s)**2
                 for e, s in zip(E_up, states)])
assert abs(np.polyval(mu_poly, 0) - mu_up[0]) < 2e-3
assert abs(np.polyval(mu_poly, E_up[1]) - mu_up[1]) < 2e-3
assert abs(np.polyval(D_poly, 0) / D_up[0] - 1) < 0.005
assert abs(np.polyval(D_poly, E_up[1]) / D_up[1] - 1) < 0.01

inner = r[:len(states[0][0])] < 1
u0 = states[0][0][inner]
u10 = U_ne[:len(inner), -1][inner] * np.sqrt(weight[-1])
u10 *= np.sign(np.dot(u0, u10))
shape_error = np.max(np.abs(u10 - u0)) / np.max(np.abs(u0))
assert shape_error < 0.03

sigma = 2 * np.pi**2 * ALPHA * D_up[0] * ANG**2
radius_1s = np.sum(P1s**2 * r * dr) * ANG
radius_3p = np.sum(U_ne[:, 0]**2 * r * dr) * ANG
print(f"Ne 1s ionization energy, HF difference: {I*EV:.3f} eV")
print(f"local exchange factor a (no unit): {factor:.4f}")
print(f"mean radius Ne 1s: {radius_1s:.4f} angstrom")
print(f"mean radius excited 3p: {radius_3p:.3f} angstrom")
print("n | Ne line eV | Ne binding eV | Na binding eV | mu Ne | mu Na")
for j, q in enumerate(n):
    print(f"{q:2d} {(I+E_ne[j])*EV:.3f} {-E_ne[j]*EV:.4f} "
          f"{-E_na[j]*EV:.4f} {mu_ne[j]:.4f} {mu_na[j]:.4f}")
print("nonlocal exchange, mu for 3p and 4p (no unit):")
print(f"  Ne {mu_hf_ne[0]:.4f} {mu_hf_ne[1]:.4f}")
print(f"  Na {mu_hf_na[0]:.4f} {mu_hf_na[1]:.4f}")
split = (p_hole[1, 1] - p_hole[0, 1]) * EV
print(f"Ne 3p spin splitting, nonlocal exchange: {split:.4f} eV")
print(f"3p binding, unrelaxed Ne core: {-E_frozen*EV:.4f} eV")
print(f"constant-mu fit, n=3-7: mu {fit1[1]:.4f}, limit {limit1:.4f} eV")
print(f"varying-mu fit, n=3-7: mu0 {fit2[1]:.4f}, c {fit2[2]:.4f}, "
      f"limit {limit2:.4f} eV")
print("n | f (no unit) | dE/dn eV | strength density 1/eV")
for j, q in enumerate(n):
    print(f"{q:2d} {f[j]:.4e} {EV/weight[j]:.5f} {D[j]/EV:.5e}")
print("energy above threshold eV | phase/pi | df/dE 1/eV")
for e, m, d in zip(E_up, mu_up, D_up):
    print(f"{e*EV:.2f} {m:.4f} {d/EV:.5e}")
print(f"mu extrapolated from bound side: {np.polyval(mu_poly, 0):.4f}")
print(f"density extrapolated from bound side: "
      f"{np.polyval(D_poly, 0)/EV:.5e} 1/eV")
print(f"10p versus threshold shape, r < {ANG:.3f} angstrom: "
      f"largest difference {100*shape_error:.2f} percent of peak")
print(f"threshold cross section: {sigma:.4e} angstrom^2")
print(f"hydrogen check: f(2p) {f2p:.5f}, threshold density "
      f"{DH/EV:.5f} 1/eV")
print("all tests passed")
```

Output:

```
Ne 1s ionization energy, HF difference: 868.350 eV
local exchange factor a (no unit): 0.5113
mean radius Ne 1s: 0.0834 angstrom
mean radius excited 3p: 3.139 angstrom
n | Ne line eV | Ne binding eV | Na binding eV | mu Ne | mu Na
 3 865.345 3.0049 2.9779 0.8721 0.8625
 4 866.975 1.3747 1.3665 0.8540 0.8446
 5 867.561 0.7893 0.7857 0.8481 0.8388
 6 867.838 0.5121 0.5102 0.8455 0.8361
 7 867.991 0.3590 0.3579 0.8440 0.8347
 8 868.084 0.2656 0.2649 0.8431 0.8338
 9 868.145 0.2045 0.2040 0.8425 0.8333
10 868.188 0.1622 0.1619 0.8421 0.8329
nonlocal exchange, mu for 3p and 4p (no unit):
  Ne 0.8629 0.8481
  Na 0.8625 0.8477
Ne 3p spin splitting, nonlocal exchange: 0.0255 eV
3p binding, unrelaxed Ne core: 3.5820 eV
constant-mu fit, n=3-7: mu 0.8742, limit 868.3586 eV
varying-mu fit, n=3-7: mu0 0.8375, c 0.1613, limit 868.3496 eV
n | f (no unit) | dE/dn eV | strength density 1/eV
 3 9.9908e-03 2.92235 3.41876e-03
 4 3.0231e-03 0.88187 3.42804e-03
 5 1.3099e-03 0.38163 3.43227e-03
 6 6.8363e-04 0.19908 3.43403e-03
 7 4.0108e-04 0.11677 3.43481e-03
 8 2.5518e-04 0.07428 3.43536e-03
 9 1.7231e-04 0.05015 3.43575e-03
10 1.2178e-04 0.03544 3.43601e-03
energy above threshold eV | phase/pi | df/dE 1/eV
0.00 0.8406 3.43698e-03
0.20 0.8388 3.43773e-03
0.50 0.8361 3.43852e-03
1.00 0.8318 3.43926e-03
2.00 0.8238 3.43939e-03
mu extrapolated from bound side: 0.8407
density extrapolated from bound side: 3.43679e-03 1/eV
10p versus threshold shape, r < 0.529 angstrom: largest difference 0.25 percent of peak
threshold cross section: 3.7725e-03 angstrom^2
hydrogen check: f(2p) 0.41620, threshold density 0.05744 1/eV
all tests passed
```
